\section*{Vacancy-Depletion Width at a Positive Interface in Acceptor-Doped Hafnia}

\section{Problem}

An acceptor-doped hafnia film occupies $x>0$ and meets a flat interface at $x=0$. The acceptors carry charge $-e$, have uniform density $N=10^{20}\ \mathrm{cm^{-3}}$ and cannot move. Oxygen vacancies carry charge $+ze$ with $z=2$ and are mobile at the anneal temperature, roughly 873 K. The relative permittivity is $\varepsilon_r=25$. The interface is held at an electrostatic potential $\phi_0=0.5$ V above the neutral interior.

Over what width $W$ are the vacancies expelled? Estimate it by scaling, solve the depletion problem, and determine how far the finite temperature changes the answer.

The permittivity is taken as linear, the acceptor charge as continuous, and the vacancies as dilute. Electrons, holes, vacancy--acceptor pairs and image forces at the interface are neglected. The algebra uses atomic units, with $e=1$ and $4\pi\varepsilon_0=1$; $T$ denotes the thermal energy.

The word ``barrier'' here means the potential $\phi_0$. In this mean potential, the energy of a doubly charged vacancy is $z\phi_0=1.0$ eV higher at the interface than in the interior. Beside a metal electrode, image attraction would lower the vacancy energy by roughly 0.3 eV at a distance of 0.2 nm. The migration barrier of each hop is a separate quantity and does not enter the equilibrium width.

\section{The equation and a scaling estimate}

Neutrality of the interior fixes the vacancy density there:
\begin{equation}
z v_b=N ,\qquad v_b=5\times10^{19}\ \mathrm{cm^{-3}} .
\end{equation}
Let $\phi(x)$ be the potential relative to the interior. In equilibrium, dilute vacancies follow $v=v_b e^{-z\phi/T}$, so the charge density is
\begin{equation}
\rho=zv-N=-N\left(1-e^{-z\phi/T}\right).
\end{equation}
Where $\phi>0$, vacancies are repelled and the negative acceptors are left uncompensated. Poisson's equation, $\phi''=-4\pi\rho/\varepsilon_r$, becomes
\begin{equation}
\phi''=\kappa\left(1-e^{-z\phi/T}\right),\qquad
\kappa=\frac{4\pi N}{\varepsilon_r}.
\label{eq:full}
\end{equation}
The constant $\kappa$ is the curvature produced by bare acceptors. In SI units it is $eN/(\varepsilon_0\varepsilon_r)$, which equals $0.07238\ \mathrm{V/nm^2}$ here.

The potential changes by $\phi_0$ over a distance $W$, so its curvature is of order $\phi_0/W^2$. Equating this to $\kappa$ gives
\begin{equation}
W_{\rm est}=\sqrt{\frac{\phi_0}{\kappa}}
=\sqrt{\frac{0.5}{0.07238}}\ \mathrm{nm}\approx2.6\ \mathrm{nm}.
\end{equation}
This fixes the dependence on $\phi_0$, $\varepsilon_r$ and $N$, but not the numerical factor.

\section{Solution of the depletion model}

When $z\phi_0\gg T$, the exponential in Eq.~\eqref{eq:full} is negligible over most of the layer. The Mott--Schottky approximation drops it for $0<x<W$ and sets the charge to zero for $x>W$. Thus
\begin{equation}
\phi''=\kappa\quad(0<x<W),\qquad \phi(W)=\phi'(W)=0 .
\end{equation}
The conditions at $W$ join the layer to the field-free interior without a sheet of charge at the edge. One integration gives $\phi'=-\kappa(W-x)$, and a second gives
\begin{equation}
\phi=\frac{\kappa}{2}(W-x)^2 .
\end{equation}
Setting $x=0$ and $\phi=\phi_0$ yields
\begin{equation}
W=\sqrt{\frac{2\phi_0}{\kappa}}
=\sqrt{\frac{\varepsilon_r\phi_0}{2\pi N}},
\qquad
W_{\rm SI}=\sqrt{\frac{2\varepsilon_0\varepsilon_r\phi_0}{eN}} .
\label{eq:W}
\end{equation}
For the stated values,
\begin{equation}
W=\sqrt{\frac{2(0.5)}{0.07238}}\ \mathrm{nm}
=3.7\ \mathrm{nm}=37\ \text{\AA}.
\end{equation}

The field $E=-\phi'$ points into the film and is largest at the interface, where
\begin{equation}
E(0)=\kappa W=\frac{2\phi_0}{W}
=\frac{1.0\ \mathrm{V}}{3.717\ \mathrm{nm}}
=2.7\ \mathrm{MV/cm}.
\end{equation}
The acceptors in the layer carry charge $-NW$ per area. A positive charge of equal size, $6.0\ \mathrm{\mu C/cm^2}$, must reside at the interface or in the adjoining electrode.

The vacancy charge $z$ is absent from Eq.~\eqref{eq:W} because the depleted layer contains acceptor charge alone in this approximation. This holds at fixed $N$ and fixed $\phi_0$. If the quoted 0.5 eV were instead the energy step of the vacancy, then $\phi_0$ would be 0.25 V and the width 2.6 nm.

\section{Comparison of the estimate and the solution}

The two results differ by
\begin{equation}
\frac{W}{W_{\rm est}}=\sqrt2 .
\end{equation}
The factor comes from integrating a constant curvature twice: the potential drop is $\kappa W^2/2$, whereas the scaling argument used $\kappa W^2$. The estimate is therefore 29\% below the depletion result, and the parameter dependence is the same.

\section{The effect of finite temperature}

The sharp edge can be removed by returning to Eq.~\eqref{eq:full}. Multiply it by $2\phi'$, so that the left side is the derivative of $\phi'^2$, and integrate from the interior, where $\phi=\phi'=0$:
\begin{align}
\phi'^2
&=2\kappa\int_0^\phi\left(1-e^{-z\psi/T}\right)d\psi\nonumber\\
&=2\kappa\left[\phi-\frac{T}{z}\left(1-e^{-z\phi/T}\right)\right].
\label{eq:first}
\end{align}
Define $W_Q$ as the width of a fully depleted block holding the same total charge as the smooth layer. Gauss's law gives $-\phi'(0)=\kappa W_Q$. Inserting this into Eq.~\eqref{eq:first} at $x=0$ and dividing by $\kappa^2$ gives
\begin{equation}
W_Q^2=\frac{2}{\kappa}
\left[\phi_0-\frac{T}{z}\left(1-e^{-z\phi_0/T}\right)\right].
\label{eq:WQ}
\end{equation}
This relation is exact for Eq.~\eqref{eq:full} in a thick film. It has two useful limits.

For $z\phi_0\gg T$, the exponential is negligible and
\begin{equation}
\frac{W_Q}{W}\approx\sqrt{1-\frac{T}{z\phi_0}}
\approx1-\frac{T}{2z\phi_0}.
\end{equation}
At 873 K, $T=0.0752$ eV and $T/z$ corresponds to 0.0376 V. Hence
\begin{equation}
W_Q\approx3.717\sqrt{1-\frac{0.0376}{0.5}}\ \mathrm{nm}
=3.57\ \mathrm{nm},
\end{equation}
which is 3.8\% below $W$. Since the interface field is proportional to $W_Q$, it falls by the same fraction, to 2.6 MV/cm.

For $z\phi_0\ll T$, put $u=z\phi_0/T$. The bracket in Eq.~\eqref{eq:WQ} is $(T/z)(u-1+e^{-u})\approx(T/z)u^2/2$, so
\begin{equation}
W_Q\approx uL_D,\qquad
L_D=\sqrt{\frac{T}{z\kappa}}
=\sqrt{\frac{\varepsilon_rT}{4\pi zN}} .
\end{equation}
The vacancies are then only slightly displaced, and a depletion width has no meaning. The length $L_D$ also governs the tail of a strong layer: where $z\phi\ll T$, Eq.~\eqref{eq:full} becomes $\phi''=\phi/L_D^2$, whose decaying solution is proportional to $e^{-x/L_D}$. At 873 K,
\begin{equation}
L_D=\sqrt{\frac{0.0376}{0.07238}}\ \mathrm{nm}=0.72\ \mathrm{nm}.
\end{equation}
In the continuum model the edge is thus smeared over a distance that is small, but not negligible, beside $W$. A sphere of radius $L_D$ contains only 0.08 vacancies on average, however, so mean-field screening is being used outside its reliable range. Pairing is a further limit: at a separation of 0.21 nm the attraction between a vacancy and an acceptor is about 0.55 eV, or $7T$, with $\varepsilon_r=25$, so many vacancies could be bound. The thermal correction and the edge profile given here are therefore results of the model, not accurate predictions for a real film.

Numerical solution of Eq.~\eqref{eq:full} shows this smearing. At $x=W$ the potential is 0.019 V instead of zero, and the vacancy density has recovered to 61\% of its interior value. The density equals half its interior value at $x=3.46$ nm. At $x=W/2$ the potential is 0.144 V, above the parabolic value of 0.125 V. The weaker interface field explains the difference: the potential starts from the same $\phi_0$ but falls less steeply, while the curvature in this strongly depleted part is nearly unchanged.

\section{A film with two interfaces}

Suppose that a 10 nm film has the same 0.5 V potential at both interfaces. Two widths occupy 74\% of its thickness. With zero field at the midpoint, by symmetry, the solution at 873 K gives a midpoint potential of 0.007 V and a vacancy density 83\% of the neutral value. The tails of the two layers overlap, but only 17\% of the acceptor charge is uncompensated at the midpoint.

This calculation lets the film exchange vacancies with a neutral reservoir. In a closed film that starts neutral, the expelled vacancies must collect at the interfaces, and their fixed total number becomes an additional condition. Sites at the interfaces must then bind vacancies strongly enough to outweigh the electrostatic cost of 1.0 eV and the entropy lost in concentrating them; for 5 to 15 interface sites per $\mathrm{nm^2}$, the entropy adds about 0.3 to 0.2 eV at 873 K. The vacancies cannot simply gather in the centre: the net charge inside the film would then be zero, so Gauss's law and symmetry would give zero field at both surfaces, and the equilibrium potential would be flat.

\section{Discrete acceptors}

The mean acceptor spacing $N^{-1/3}$ is 2.15 nm, and a cube of side $W$ contains 5.1 acceptors on average. The continuous acceptor density is therefore a lateral average, and the local departures of the potential that it leaves out need an estimate.

Let the acceptors be independently and uniformly placed between two ideal screening planes at $x=0$ and $x=W$. One acceptor changes the potential at a point on the midplane by $-G$, where $G$ is the potential of a unit positive charge between the planes. The numbers of acceptors in separate small volumes are uncorrelated, with variance $N\,dV$, so the potential variance is $\sigma^2=N\int G^2dV$.

By reciprocity, the source may be placed on the midplane. Let $s$ be the distance from that plane and $k$ the lateral wave number. The Fourier component of $G$ vanishes at $s=W/2$ and has a slope jump of $-4\pi/\varepsilon_r$ at $s=0$:
\begin{equation}
g_k(s)=\frac{4\pi}{\varepsilon_r}
\frac{\sinh[k(W/2-s)]}{2k\cosh(kW/2)} .
\end{equation}
Parseval's theorem, with both sides of the midplane counted, gives
\begin{equation}
\sigma^2=N\int_0^\infty\frac{k\,dk}{2\pi}\;
2\int_0^{W/2}g_k^2\,ds .
\end{equation}
Use $\int_0^{W/2}\sinh^2(kt)\,dt=\sinh(kW)/(4k)-W/4$, put $q=kW$, and write $\sinh q=2\sinh(q/2)\cosh(q/2)$. Then
\begin{align}
\sigma^2&=NW\left(\frac{4\pi}{\varepsilon_r}\right)^2J,\\
J&=\frac1{2\pi}\int_0^\infty\frac{dq}{8q}
\left[\frac{2\tanh(q/2)}q-\operatorname{sech}^2\frac q2\right]
=0.0199 .
\end{align}
In engineering units $4\pi/\varepsilon_r=\kappa/N$ becomes $0.7238\ \mathrm{V\,nm}$, and $N=0.1\ \mathrm{nm^{-3}}$. Therefore
\begin{equation}
\sigma=0.7238\sqrt{0.1(3.717)(0.0199)}\ \mathrm{V}
\approx0.06\ \mathrm{V}.
\end{equation}
This is about half the parabolic midplane potential of 0.125 V. It also exceeds $T/z$, which is 0.038 V at 873 K. Because the vacancy density depends exponentially on the potential, its lateral average can be well above the value computed from the average potential. The distribution is skewed, and much of this excess comes from points close to an acceptor, which is the pairing neglected above. Over the two thirds of midplane points with no acceptor within 1 nm, the rms variation is about 0.03 V and the excess factor about 1.5. The model holds the edge flat at $x=W$, so it does not give the roughness of the edge itself. It does show that the potential inside the layer varies strongly from place to place, and that 3.7 nm is a continuum estimate of the width.

\section{Relation to real hafnia capacitors}

A thickness of 10 nm and a permittivity between 20 and 30 are rough typical values for hafnia capacitor films. That permittivity range moves $W$ from 3.3 to 4.1 nm with the other inputs fixed. The 0.5 V potential is an assumed value, since it depends on the interface and its processing. With roughly $2.8\times10^{22}$ cations per cubic centimetre, the assumed acceptor density is 0.36\% of the cations, and a more heavily doped film would have a narrower layer. If 3\% of the cations were isolated, singly charged acceptors, the formula would give $W=1.3$ nm, but also an interface field $2\phi_0/W$ of 7.8 MV/cm. This is about twice a rough breakdown field of 4 MV/cm, where a linear permittivity is doubtful, and the width is close to the mean acceptor spacing of 1.1 nm. The formula is therefore unreliable at that density. Linear dielectric response is uncertain at lower fields too. At the original acceptor density, the interface field is about 2.7 times a rough coercive field of 1 MV/cm and about two thirds of a rough breakdown field of 4 MV/cm. A rough remanent polarization of $20\ \mathrm{\mu C/cm^2}$ is 3.4 times the depletion charge, so incomplete screening of polarization at the electrode could change $\phi_0$ and $W$ substantially. The present model cannot give the size of that change without the screening charge.

Two further conditions concern mobile charge. Electrons gather at the positive interface by the factor $e^{\phi_0/T}\approx770$ at 873 K. By Boltzmann statistics, their density there would equal $N$ if the interior held $1.3\times10^{17}\ \mathrm{cm^{-3}}$. At fixed $\phi_0$, this would raise the interface field by about 8\% but move the position where the vacancy density is half its interior value by only about 1\%. At ten times this interior density Boltzmann statistics would give a rise of about 60\%, but the interface density would then exceed the conduction-band density of states, about $10^{20}\ \mathrm{cm^{-3}}$ at 873 K for the free-electron mass, and the electrons would be degenerate. Fermi--Dirac statistics for a parabolic band give a rise of 26\% to 48\% for effective masses of 0.5 to 2 electron masses, and lower the 8\% above to between 6\% and 7.5\%. In either treatment electrons could no longer be neglected at the higher density. On cooling, vacancies may stop moving before they reach a new equilibrium. If their distribution, the interface charge and the permittivity all stay fixed, and electrons remain negligible, the anneal-temperature potential is retained. At 300 K, $e^{\phi_0/T}$ is about $2.5\times10^8$ for $\phi_0=0.5$ V, so the permitted interior electron density is much lower. Whether that limit is met depends on the Fermi level. If it stays 0.8 eV below the interior conduction-band edge, the interface density for the free-electron mass falls from about $2\times10^{18}\ \mathrm{cm^{-3}}$ at 873 K to about $2\times10^{14}\ \mathrm{cm^{-3}}$ at 300 K. If the vacancies could still rearrange at 300 K, with $\phi_0$ and $\varepsilon_r$ unchanged, the model would give $W_Q=3.67$ nm. The pairing it neglects is stronger at that temperature than at the anneal temperature.

\section*{Numbers as computed}
\begin{verbatim}
Acceptor density: 1.0e+20 cm^-3
Relative permittivity: 25
Interface potential: 0.50 V
Vacancy charge: +2 e
Bulk vacancy density: 5.0e+19 cm^-3
Vacancy energy step: 1.00 eV
Bare-acceptor curvature: 0.07238 V/nm^2
Depletion width: 3.717 nm = 37.17 angstrom
Width from charge moment: 3.717 nm
Interface field, sharp edge: 2.69 MV/cm
Depletion charge: 5.96 uC/cm^2
Width if vacancy energy is 0.5 eV: 2.63 nm
Anneal temperature, rough: 873 K
Thermal energy at anneal: 0.0752 eV
Edge-smearing length at anneal: 0.721 nm
Charge width, 873 K, z=2: 3.574 nm
Charge width, 300 K, z=2: 3.669 nm
Charge width, 100 K, z=2: 3.701 nm
Charge width, 100 K, z=1: 3.685 nm
Width shortening at anneal: 3.83 %
Interface field at anneal: 2.59 MV/cm
x/W=0.0: parabola 0.5000 V, full 0.5000 V
x/W=0.0: vacancies/bulk 1.69e-06
x/W=0.5: parabola 0.1250 V, full 0.1441 V
x/W=0.5: vacancies/bulk 0.0217
x/W=1.0: parabola 0.0000 V, full 0.0188 V
x/W=1.0: vacancies/bulk 0.606
Half-bulk vacancy position: 3.46 nm
Film thickness, rough: 10.0 nm
Two widths / film thickness: 0.743
Film midpoint potential: 0.0071 V
Film midpoint vacancies/bulk: 0.827
Coercive field, rough: 1.0 MV/cm
Breakdown field, rough: 4.0 MV/cm
Interface/coercive field: 2.69
Interface/breakdown field: 0.67
Remanent polarization, rough: 20 uC/cm^2
Polarization/depletion charge: 3.36
Acceptor spacing N^(-1/3): 2.15 nm
Mean acceptors in cube W^3: 5.14
Random-potential factor J: 0.01989
Midlayer rms potential noise: 0.062 V
Width at permittivity 20: 3.32 nm
Width at permittivity 30: 4.07 nm
Cation density, rough: 2.8e+22 cm^-3
Acceptors per cation: 0.36 %
Density at 3% acceptors: 8.4e+20 cm^-3
Width at 3% acceptors: 1.28 nm
Electron accumulation factor at anneal: 770
Bulk electrons giving n(0)=N: 1.3e+17 cm^-3
\end{verbatim}
